# Born effective charge from polarization and from force in an electric field: a program that tests the result

```python
"""Born effective charge: polarization derivative = force derivative.

Result under test, for sublattice A of an insulating chain:
    Z_A = d(dipole per cell)/du at fixed field = d(force on A)/d(field) at fixed u.
Symbols: u = displacement of A; field = macroscopic electric field;
dipole is in e*Angstrom, force in eV/Angstrom, field in V/Angstrom, Z in e.
Each cell holds B at 0 and A at a/2+u, two electrons and core charges +1, +1.
Electrons hop with amplitude -t0*exp(-(distance-a/2)/decay), have site energies
-/+ DELTA and a mean-field repulsion energy REPULSION*n^2/4 on each site.
The position operator is diagonal in the sites. Core repulsion is omitted because
it does not depend on the field.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.optimize import brentq

A_LAT = 5.0          # Angstrom
AREA = 25.0          # Angstrom^2 per chain
T0 = 1.5             # eV
DELTA = 2.0          # eV
DECAY = 0.8          # Angstrom
REPULSION = 1.0      # eV
U_POLAR = 0.10       # Angstrom
FIELD_TEST = 0.002   # V/Angstrom
CELLS = 40           # open-chain length
FINE, MEDIUM, COARSE = 1600, 200, 80
VOLUME = A_LAT * AREA
E_OVER_EPS0 = constants.e / constants.epsilon_0 * 1e10   # V*Angstrom
TO_MICRO = constants.e * 1e20 * 100                      # e/A^2 to microC/cm^2


def slope(function, x, step):
    """Fourth-order central first derivative."""
    near = function(x + step) - function(x - step)
    far = function(x + 2 * step) - function(x - 2 * step)
    return (8 * near - far) / (12 * step)


def hopping(distance, decay=DECAY):
    return -T0 * np.exp(-(distance - A_LAT / 2) / decay)


def off_diagonal(value):
    """Hermitian 2x2 matrices with the given B-A elements."""
    matrix = np.zeros((len(value), 2, 2), complex)
    matrix[:, 0, 1] = value
    matrix[:, 1, 0] = value.conj()
    return matrix


def bloch_cell(u, field=0.0, nk=FINE, decay=DECAY):
    """Stationary state of energy minus field times Berry-phase dipole."""
    dk = 2 * np.pi / (nk * A_LAT)
    phase = np.exp(-1j * dk * np.arange(nk) * A_LAT)
    tau = np.array([0.0, A_LAT / 2 + u])
    shift = np.exp(-1j * dk * tau)
    t_left = hopping(A_LAT / 2 + u, decay)
    t_right = hopping(A_LAT / 2 - u, decay)
    h_bare = off_diagonal(t_left + t_right * phase)
    h_bare += np.diag([-DELTA, DELTA])
    dh_du = off_diagonal((-t_left + t_right * phase) / decay)
    state = np.linalg.eigh(h_bare)[1][:, :, 0]
    number = 2 * np.mean(abs(state)**2, axis=0)
    projector = state[:, :, None] * state[:, None, :].conj()
    converged = False
    for _ in range(400):
        h_scf = h_bare + np.diag(REPULSION * number / 2)
        ahead = shift * np.roll(state, -1, axis=0)
        behind = shift.conj() * np.roll(state, 1, axis=0)
        link = np.sum(state.conj() * ahead, axis=1)
        back = np.sum(state.conj() * behind, axis=1)
        pull = 0.5j * field / dk * (ahead / link[:, None] - behind / back[:, None])
        drive = pull[:, :, None] * state[:, None, :].conj()
        h_total = h_scf + drive + drive.conj().transpose(0, 2, 1)
        state = np.linalg.eigh(h_total)[1][:, :, 0]
        new_number = 2 * np.mean(abs(state)**2, axis=0)
        new_projector = state[:, :, None] * state[:, None, :].conj()
        change = max(np.max(abs(new_projector - projector)),
                     np.max(abs(new_number - number)))
        number, projector = new_number, new_projector
        if change < 1e-12:
            converged = True
            break
    assert converged, "periodic chain did not converge"
    ahead = shift * np.roll(state, -1, axis=0)
    link = np.sum(state.conj() * ahead, axis=1)
    centre = -np.angle(np.prod(link / abs(link))) * A_LAT / (2 * np.pi)
    dipole = tau.sum() - 2 * centre

    def mean_value(matrix):
        return np.einsum('ki,kij,kj->', state.conj(), matrix, state).real / nk

    explicit = np.mean((state[:, 1].conj() * ahead[:, 1] / link).real)
    force = -2 * mean_value(dh_du) + field * (1 - 2 * explicit)
    enthalpy = (2 * mean_value(h_bare) + REPULSION / 4 * np.sum(number**2)
                - field * dipole)
    return SimpleNamespace(
        dipole=dipole, force=force, enthalpy=enthalpy, number=number,
        h=h_bare + np.diag(REPULSION * number / 2), dh=dh_du,
        phase=phase, t_left=t_left, t_right=t_right)


def chain_positions(u):
    x = np.arange(2 * CELLS) * A_LAT / 2 - CELLS * A_LAT / 2
    x[1::2] += u
    return x


def open_chain(x, field=0.0):
    """Forces and dipole of a finite chain with a uniform field on every site."""
    bonds = hopping(np.diff(x))
    site = np.tile([-DELTA, DELTA], CELLS) + field * x
    number = np.tile([1.6, 0.4], CELLS)
    converged = False
    for _ in range(400):
        h = np.diag(site + REPULSION * number / 2)
        h += np.diag(bonds, 1) + np.diag(bonds, -1)
        occupied = np.linalg.eigh(h)[1][:, :CELLS]
        new_number = 2 * np.sum(occupied**2, axis=1)
        change = np.max(abs(new_number - number))
        number = new_number
        if change < 1e-12:
            converged = True
            break
    assert converged, "open chain did not converge"
    order = np.sum(occupied[:-1] * occupied[1:], axis=1)
    tension = 4 * order * bonds / DECAY
    force = (1 - number) * field
    force[1:] += tension
    force[:-1] -= tension
    return SimpleNamespace(force=force, dipole=np.sum((1 - number) * x))


MIDDLE_A = 2 * (CELLS // 2) + 1


def charges_from_force(u):
    x = chain_positions(u)
    return slope(lambda f: open_chain(x, f).force, 0.0, 1e-4)


def charge_from_berry(u, nk=FINE):
    return slope(lambda s: bloch_cell(s, nk=nk).dipole, u, 0.005)


# Berry-phase derivative against forces in an open chain, at two geometries.
z_berry, z_force, z_force_b = {}, {}, {}
for u in (0.0, U_POLAR):
    z_berry[u] = charge_from_berry(u)
    response = charges_from_force(u)
    z_force[u] = response[MIDDLE_A]
    z_force_b[u] = response[MIDDLE_A - 1]
    assert abs(z_berry[u] - z_force[u]) < 1e-4
    assert abs(z_force[u] + z_force_b[u]) < 1e-6


# Moving one atom alone changes the total dipole by the same charge.
def dipole_one_atom(s):
    x = chain_positions(U_POLAR)
    x[MIDDLE_A] += s
    return open_chain(x).dipole


z_single = slope(dipole_one_atom, 0.0, 0.005)
assert abs(z_single - z_berry[U_POLAR]) < 1e-4

# First and mixed derivatives of the Berry-phase enthalpy at nonzero field.
point = bloch_cell(U_POLAR, FIELD_TEST, COARSE)
d_enthalpy_field = slope(
    lambda f: bloch_cell(U_POLAR, f, COARSE).enthalpy, FIELD_TEST, 2e-4)
d_enthalpy_u = slope(
    lambda s: bloch_cell(s, FIELD_TEST, COARSE).enthalpy, U_POLAR, 0.005)
z_field_p = slope(
    lambda s: bloch_cell(s, FIELD_TEST, COARSE).dipole, U_POLAR, 0.005)
z_field_f = slope(
    lambda f: bloch_cell(U_POLAR, f, COARSE).force, FIELD_TEST, 2e-4)
assert abs(d_enthalpy_field + point.dipole) < 2e-6
assert abs(d_enthalpy_u + point.force) < 2e-6
assert abs(z_field_p - z_field_f) < 5e-6

# Linear response: screen either the displacement or the field perturbation.
polar = bloch_cell(U_POLAR)
nonpolar = bloch_cell(0.0)
energy, vectors = np.linalg.eigh(polar.h)
gap = energy[:, 1] - energy[:, 0]
valence, conduction = vectors[:, :, 0], vectors[:, :, 1]
velocity = off_diagonal(1j * ((A_LAT / 2 + U_POLAR) * polar.t_left
                        - (A_LAT / 2 - U_POLAR) * polar.t_right * polar.phase))
dn_du = slope(lambda s: bloch_cell(s).number, U_POLAR, 0.005)
dn_df = slope(lambda f: bloch_cell(U_POLAR, f, MEDIUM).number, 0.0, 1e-4)


def element(left, matrix, right):
    return np.einsum('ki,kij,kj->k', left.conj(), matrix, right)


v_cv = element(conduction, velocity, valence)
screened_dh = polar.dh + np.diag(REPULSION / 2 * dn_du)
static_polar = 1 - polar.number[1]
transfer = 4 * np.mean(
    (element(valence, screened_dh, conduction) * v_cv).imag / gap**2)
z_response_u = static_polar + transfer
site_field = np.zeros_like(polar.h) + np.diag(REPULSION / 2 * dn_df)
field_mixing = (-1j * v_cv / gap
                + element(conduction, site_field, valence)) / (-gap)
z_response_f = static_polar - 4 * np.mean(
    (element(valence, polar.dh, conduction) * field_mixing).real)
assert abs(z_response_u - z_berry[U_POLAR]) < 1e-4
assert abs(z_response_f - z_force[U_POLAR]) < 1e-3   # finite k mesh in dn_df

# Without distance-dependent hopping only the static charge remains.
RIGID = 1e9
z_rigid = slope(lambda s: bloch_cell(s, decay=RIGID).dipole, U_POLAR, 0.005)
static_rigid = 1 - bloch_cell(U_POLAR, decay=RIGID).number[1]
assert abs(z_rigid - static_rigid) < 1e-5

# Integrated force-derived charge against the Berry-phase dipole change.
nodes, weights = np.polynomial.legendre.leggauss(5)
dipole_integral = U_POLAR / 2 * sum(
    w * charges_from_force(U_POLAR * (x + 1) / 2)[MIDDLE_A]
    for x, w in zip(nodes, weights))
dipole_change = polar.dipole - nonpolar.dipole
assert abs(dipole_integral - dipole_change) < 1e-5

# Fixed displacement field D, with zero macroscopic field at the polar geometry.
reference = bloch_cell(U_POLAR, nk=COARSE).dipole
z_coarse = charge_from_berry(U_POLAR, COARSE)
polarizability = slope(
    lambda f: bloch_cell(U_POLAR, f, COARSE).dipole, 0.0, 1e-4)
epsilon = 1 + E_OVER_EPS0 * polarizability / VOLUME


def fixed_d(u, d_over_eps0):
    def mismatch(field):
        change = bloch_cell(u, field, COARSE).dipole - reference
        return field - d_over_eps0 + E_OVER_EPS0 * change / VOLUME
    field = brentq(mismatch, -1e-3, 1e-3, xtol=1e-13)
    return bloch_cell(u, field, COARSE)


du, dd = 5e-5, 2e-4
z_fixed_d = (fixed_d(U_POLAR + du, 0).dipole
             - fixed_d(U_POLAR - du, 0).dipole) / (2 * du)
f_fixed_d = (fixed_d(U_POLAR, dd).force
             - fixed_d(U_POLAR, -dd).force) / (2 * dd)
assert abs(z_fixed_d - z_coarse / epsilon) < 1e-4
assert abs(f_fixed_d - z_coarse / epsilon) < 1e-4

linear_dipole = z_berry[0.0] * U_POLAR
example_field = 1e8 * 1e-10     # 1 MV/cm expressed in V/Angstrom
gap_zero = np.min(np.diff(np.linalg.eigvalsh(nonpolar.h), axis=1))
print(f"lattice constant: {A_LAT:.1f} Angstrom")
print(f"area per chain: {AREA:.1f} Angstrom^2")
print(f"cell volume: {VOLUME:.1f} Angstrom^3")
print(f"reference hopping size t0: {T0:.1f} eV")
print(f"site energies B, A: {-DELTA:.1f}, {DELTA:.1f} eV")
print(f"hopping decay length: {DECAY:.1f} Angstrom")
print(f"site repulsion: {REPULSION:.1f} eV")
print(f"polar displacement of A: {U_POLAR:.2f} Angstrom")
print(f"open-chain length: {CELLS} cells")
print(f"fine, medium, coarse k meshes: {FINE}, {MEDIUM}, {COARSE} points")
print(f"band gap, nonpolar: {gap_zero:.4f} eV")
print(f"band gap, polar: {np.min(gap):.4f} eV")
print(f"electrons on A, nonpolar: {nonpolar.number[1]:.5f}")
print(f"electrons on A, polar: {polar.number[1]:.5f}")
print(f"static charge of A, nonpolar: {1 - nonpolar.number[1]:.5f} e")
print(f"static charge of A, polar: {static_polar:.5f} e")
print(f"Z_A from Berry phase, nonpolar: {z_berry[0.0]:.5f} e")
print(f"Z_A from open-chain force, nonpolar: {z_force[0.0]:.5f} e")
print(f"Z_A from Berry phase, polar: {z_berry[U_POLAR]:.5f} e")
print(f"Z_A from open-chain force, polar: {z_force[U_POLAR]:.5f} e")
print(f"Z_B from open-chain force, polar: {z_force_b[U_POLAR]:.5f} e")
print(f"Z_A from moving one atom, polar: {z_single:.5f} e")
print(f"charge-transfer part of Z_A, polar: {transfer:.5f} e")
print(f"Z_A, screened displacement response, polar: {z_response_u:.5f} e")
print(f"Z_A, screened field response, polar: {z_response_f:.5f} e")
print(f"Z_A, distance-independent hopping, polar: {z_rigid:.5f} e")
print(f"static charge, distance-independent hopping: {static_rigid:.5f} e")
print(f"finite test field: {FIELD_TEST:.4f} V/Angstrom")
print(f"dipole derivative at test field, coarse mesh: {z_field_p:.6f} e")
print(f"force derivative at test field, coarse mesh: {z_field_f:.6f} e")
print(f"Z_A at zero field, coarse mesh, polar: {z_coarse:.6f} e")
print(f"dipole change from Berry phase: {dipole_change:.6f} e*Angstrom")
print(f"dipole change from integrated force charge: {dipole_integral:.6f} e*Angstrom")
print(f"dipole change, linear estimate: {linear_dipole:.6f} e*Angstrom")
print(f"polarization change: {dipole_change / VOLUME * TO_MICRO:.4f} microC/cm^2")
print(f"polarization, linear estimate: {linear_dipole / VOLUME * TO_MICRO:.4f} microC/cm^2")
print(f"example field (1 MV/cm): {example_field:.3f} V/Angstrom")
print(f"linear force on A in example field, polar: "
      f"{1000 * z_berry[U_POLAR] * example_field:.3f} meV/Angstrom")
print(f"electronic dielectric constant, polar: {epsilon:.5f}")
print(f"Z_A/epsilon, coarse mesh: {z_coarse / epsilon:.5f} e")
print(f"dipole derivative at fixed D: {z_fixed_d:.5f} e")
print(f"force derivative with D/epsilon0: {f_fixed_d:.5f} e")
print("done: every assertion held")
```

Running it gives:

```
lattice constant: 5.0 Angstrom
area per chain: 25.0 Angstrom^2
cell volume: 125.0 Angstrom^3
reference hopping size t0: 1.5 eV
site energies B, A: -2.0, 2.0 eV
hopping decay length: 0.8 Angstrom
site repulsion: 1.0 eV
polar displacement of A: 0.10 Angstrom
open-chain length: 40 cells
fine, medium, coarse k meshes: 1600, 200, 80 points
band gap, nonpolar: 3.3259 eV
band gap, polar: 3.4181 eV
electrons on A, nonpolar: 0.32586
electrons on A, polar: 0.33431
static charge of A, nonpolar: 0.67414 e
static charge of A, polar: 0.66569 e
Z_A from Berry phase, nonpolar: 3.49802 e
Z_A from open-chain force, nonpolar: 3.49802 e
Z_A from Berry phase, polar: 3.34296 e
Z_A from open-chain force, polar: 3.34296 e
Z_B from open-chain force, polar: -3.34296 e
Z_A from moving one atom, polar: 3.34296 e
charge-transfer part of Z_A, polar: 2.67727 e
Z_A, screened displacement response, polar: 3.34296 e
Z_A, screened field response, polar: 3.34296 e
Z_A, distance-independent hopping, polar: 0.67414 e
static charge, distance-independent hopping: 0.67414 e
finite test field: 0.0020 V/Angstrom
dipole derivative at test field, coarse mesh: 3.340058 e
force derivative at test field, coarse mesh: 3.340059 e
Z_A at zero field, coarse mesh, polar: 3.342780 e
dipole change from Berry phase: 0.344516 e*Angstrom
dipole change from integrated force charge: 0.344516 e*Angstrom
dipole change, linear estimate: 0.349802 e*Angstrom
polarization change: 4.4158 microC/cm^2
polarization, linear estimate: 4.4836 microC/cm^2
example field (1 MV/cm): 0.010 V/Angstrom
linear force on A in example field, polar: 33.430 meV/Angstrom
electronic dielectric constant, polar: 2.80782
Z_A/epsilon, coarse mesh: 1.19052 e
dipole derivative at fixed D: 1.19052 e
force derivative with D/epsilon0: 1.19052 e
done: every assertion held
```
